The fastest-growing direction of a cubo-octahedral diamond crystal

A polycrystalline diamond film starts as many small seeds with random orientations. Each seed grows into a faceted crystal, and neighbours soon compete for space. A crystal whose longest axis points away from the substrate rises above the others and tends to bury them. To see which orientation has this advantage, one must know in which crystal direction a free diamond crystal reaches farthest from its seed. For a crystal bounded by cube and octahedron faces, a single ratio of growth rates decides this.

**1. The model and the statement**

Let x, y, z be coordinates along the cube axes of the crystal, with the seed at the origin. The assumptions are these.

(a) The seed is a point, and growth starts at t = 0.

(b) Two families of facets grow, {100} and {111}. Their normal rates v100 and v111 are positive, constant in time and equal for all members of a family.

(c) At time t the crystal is the region behind all its facet planes. A plane with unit normal n and rate v is at distance vt from the seed. This is the kinematic Wulff construction.

(d) Every other facet is fast enough to be absent. Section 4 makes this precise.

The shape parameter is

α = √3 v100/v111.

The fastest-growing direction is the direction from the seed to the farthest point of the crystal. It differs in general from the normal of the faster facet, because a corner can outrun the facets that meet there.

**Theorem.** Under (a) to (d), the fastest-growing direction is, up to the symmetry of the crystal,

- ⟨111⟩ for α ≤ 1;
- between ⟨111⟩ and ⟨110⟩ for 1 < α < 1.5;
- exactly ⟨110⟩ for α = 1.5;
- between ⟨110⟩ and ⟨100⟩ for 1.5 < α < 3;
- ⟨100⟩ for α ≥ 3.

The angle from ⟨110⟩ is

θ = arctan[(3/α − 2)/√2] towards ⟨111⟩, for 1 ≤ α ≤ 1.5,

θ = 45° − arctan(3/α − 1) towards ⟨100⟩, for 1.5 ≤ α ≤ 3.

**2. Proof**

*The shape.* The six {100} planes require |x|, |y|, |z| ≤ v100 t. The eight {111} planes have normals (±1, ±1, ±1)/√3 and require

(±x ± y ± z)/√3 ≤ v111 t

for every choice of signs. The strictest choice makes all three terms positive, so

|x| + |y| + |z| ≤ √3 v111 t.

Now measure lengths in units of v100 t. The crystal becomes a fixed body:

|x|, |y|, |z| ≤ 1 and |x| + |y| + |z| ≤ s, with s = √3 v111/v100.

Since v111/v100 = √3/α, we have s = 3/α. The crystal keeps its shape and grows in proportion to t, so a point r of the fixed body moves outwards at speed v100|r|.

Reflections and permutations of the axes leave the body unchanged. Any point can therefore be folded into the wedge x ≥ y ≥ z ≥ 0 without changing its distance from the seed.

**Lemma 1 (summation by parts).** For any vectors a and b, let B1 = b1, B2 = b1 + b2 and B3 = b1 + b2 + b3. Then

a·b = (a1 − a2)B1 + (a2 − a3)B2 + a3B3.

*Proof.* On the right, b1 has the coefficient (a1 − a2) + (a2 − a3) + a3 = a1. Likewise b2 has (a2 − a3) + a3 = a2, and b3 has a3. ∎

If a1 ≥ a2 ≥ a3 ≥ 0, the three factors multiplying B1, B2 and B3 are not negative. Raising the partial sums of b then cannot lower a·b.

**Lemma 2 (the farthest point).** In the wedge, the body has one farthest point q:

q = (1, 1, 1) for s ≥ 3,

q = (1, 1, s − 2) for 2 ≤ s ≤ 3,

q = (1, s − 1, 0) for 1 ≤ s ≤ 2,

q = (s, 0, 0) for s ≤ 1.

*Proof.* Let p = (x, y, z) be a point of the body in the wedge. No coordinate exceeds 1, and no partial sum exceeds the full sum, which is at most s. Hence

x ≤ min(1, s), x + y ≤ min(2, s), x + y + z ≤ min(3, s).

In each of the four cases the partial sums of q equal these three bounds. For 2 ≤ s ≤ 3, for example, they are 1, 2 and s; for 1 ≤ s ≤ 2 they are 1, s and s. In each case q also lies in the body and in the wedge.

Apply Lemma 1 with a = p, first with b = p and then with b = q. The partial sums of p do not exceed those of q, so

|p|² = p·p ≤ p·q ≤ |p||q|.

The last step is the Cauchy–Schwarz inequality. It follows that |p| ≤ |q|. If |p| = |q|, both ends of the chain are equal, so p·q = |q|² and

|p − q|² = |p|² − 2p·q + |q|² = 0.

Thus p = q. ∎

*End of the proof of the theorem.* At α = 1.5, s = 2 and q = (1, 1, 0), which is the ⟨110⟩ direction. For 1 < α < 1.5, put c = s − 2, which lies between 0 and 1. Then

(1, 1, c) = (1 − c)(1, 1, 0) + c(1, 1, 1),

so q lies on the arc between ⟨110⟩ and ⟨111⟩. Its component along (1, 1, 0)/√2 is √2 and its perpendicular component is c, so tan θ = c/√2.

For 1.5 < α < 3, put b = s − 1, again between 0 and 1. Then

(1, b, 0) = b(1, 1, 0) + (1 − b)(1, 0, 0),

which lies on the arc between ⟨110⟩ and ⟨100⟩. Its angle from the x axis is arctan b, while ⟨110⟩ is at 45°, so θ = 45° − arctan b. The remaining cases can be read from Lemma 2. ∎

**Remark 1 (number of directions).** For 1 < α < 1.5, the unequal coordinate has three possible places and there are eight choices of sign, giving 24 equivalent corners. For 1.5 < α < 3, there are six orders of (1, b, 0) and four choices of sign, again 24. At α = 1.5 the corners merge in pairs and 12 remain. The cube has 8 and the octahedron 6.

**Remark 2 (speed).** The farthest corner moves at

V = v100 √[2 + (3/α − 2)²] for 1 ≤ α ≤ 1.5,

V = v100 √[1 + (3/α − 1)²] for 1.5 ≤ α ≤ 3.

Both give V = √2 v100 at α = 1.5. With v100 held fixed, V falls from √3 v100 at α = 1 to v100 at α = 3. With v111 held fixed instead, V rises from v111 to √3 v111 over the same range. So α = 1.5 is not a maximum of the speed when either rate is held fixed. The answer depends on what is fixed: at constant v100 + v111, the ratio V/(v100 + v111) = |q|/(1 + s/√3) is largest at α = 1.5, where it is 0.656 against 0.634 at α = 1 and α = 3.

**Remark 3 (a kink at 1.5).** Since d(3/α)/dα = −3/α², the derivative is −4/3 at α = 1.5. Just below this value arctan(c/√2) ≈ c/√2, so the tilt grows by (4/3)/√2 = 2√2/3 rad per unit decrease of α. Just above it, the derivative of arctan b is 1/(1 + b²) = 1/2, so the tilt grows by 2/3 rad per unit increase. These slopes are 54.0° and 38.2° per unit α. Both differ from zero, so even a small error in α shifts the direction in proportion.

**3. From a free crystal to a film**

Let n be the substrate normal, written in the axes of a given grain. While the grain grows freely, the height of its top above the seed is v100 t h(n), where

h(n) = max r·n over the fixed body.

**Proposition 1.** The tallest free grains are those with a fastest-growing direction along the substrate normal. If n1 ≥ n2 ≥ n3 ≥ 0 are the sorted magnitudes of the components of n, then

h(n) = n1 + n2 + (s − 2)n3 for 2 ≤ s ≤ 3,

h(n) = n1 + (s − 1)n2 for 1 ≤ s ≤ 2.

*Proof.* For any r in the body, r·n ≤ |r||n| ≤ |q|. Equality requires r to be a farthest point and n to be parallel to it. This proves the first claim.

For the formulas, choose the signs of the components of r to match those of n, which cannot lower r·n. Next sort the magnitudes of r in the same order as those of n. This cannot lower the product either, because exchanging an ill-ordered pair changes it by (ni − nj)(rj − ri) ≥ 0. The vector r is now in the wedge, and Lemma 1 with a = n gives r·n ≤ n·q. The point q belongs to the body, so the bound is reached. Inserting q from Lemma 2 gives the two lines. ∎

The height advantage is weak near its maximum. A grain whose fastest direction is tilted by δ from the normal still has a height of at least v100 t|q| cos δ, since its farthest corner alone reaches that far. For small δ its lag is at most a fraction δ²/2. This suggests that selection between nearly upright grains is slow and needs a film much thicker than the seed spacing. The proposition concerns free grains; it does not calculate how grains overlap after they meet.

**4. When other facets or twins intervene**

**Proposition 2.** A further facet family with normal n leaves the crystal unchanged if its rate is at least v100 h(n). For 1 ≤ α ≤ 3 the limits are

v110 ≥ √2 v100 for α ≤ 1.5, and v110 ≥ s v100/√2 for α ≥ 1.5,

v113 ≥ (s + 2)v100/√11.

*Proof.* The plane removes nothing if and only if r·n never exceeds its distance from the seed, which is the stated condition. For {110}, insert (1, 1, 0)/√2 in Proposition 1. For {113}, insert (3, 1, 1)/√11: the first formula gives 3 + 1 + s − 2 = s + 2, and the second gives 3 + s − 1 = s + 2. ∎

In both cases the bound is reached at q, so a facet slightly below its limit cuts off the fastest corners. At α = 1.5 a {110} plane is perpendicular to the ⟨110⟩ direction and cuts its corner squarely. The farthest point then moves away from ⟨110⟩, as the next proposition shows.

**Proposition 3.** Let α = 1.5 and v110 = (1 − d)√2 v100, with 0 < d ≤ 1/4. The farthest corner is then (1, 1 − 2d, 2d), tilted from ⟨110⟩ by

arctan[√3 d/(1 − d)].

*Proof.* In the wedge, the new planes require x + y ≤ 2(1 − d). The partial sums are now bounded by 1, 2 − 2d and 2. These are the partial sums of (1, 1 − 2d, 2d), which is sorted because d ≤ 1/4 and satisfies all the constraints. The argument of Lemma 2 then applies unchanged. The component of this corner along (1, 1, 0)/√2 is (2 − 2d)/√2 = √2(1 − d). Its squared perpendicular component is (2d)²/2 + (2d)² = 6d². The ratio √6 d/[√2(1 − d)] is the stated tangent. ∎

Twins raise a different question. Suppose that a small twin, rotated by 180° about m = (1, 1, 1)/√3, forms on a facet and grows with the same rates from a point. It stands out from the facet if its own height rate exceeds the rate of the facet.

**Proposition 4.** For 1 ≤ α ≤ 3, such a twin rises above a {100} facet if α < 2. It rises above a {111} facet whose normal is not ±m if α > 1.5.

*Proof.* In the axes of the twin, a normal n becomes n′ = 2(n·m)m − n. For n = (1, 0, 0) this is (−1, 2, 2)/3, with sorted magnitudes (2, 2, 1)/3. By Proposition 1 the ratio of the twin's height rate to v100 is

(s + 2)/3 for s ≥ 2, and 2s/3 for s ≤ 2.

The first exceeds 1 throughout its range. The second does so for s > 3/2, that is, α < 2.

For n = (−1, 1, 1)/√3 we have n·m = 1/3, so n′ = (5, −1, −1)/(3√3). Both formulas of Proposition 1 give h = (s + 4)/(3√3). The facet itself has v111/v100 = s/√3, so the ratio is (s + 4)/(3s). It exceeds 1 for s < 2, that is, α > 1.5. The other {111} normals not along ±m follow by symmetry. ∎

Hence no α in this range protects both facet families. Up to 1.5 the {111} facets are safe and the {100} facets are not; from 2 upwards the reverse holds; in between neither is safe. Here "safe" means that no twin rises above the facet. A twin about the normal of its own {111} facet has n′ = n, so it keeps level with that facet at every α in this range. Whether twins nucleate at all lies outside this geometry.

**5. Three growth recipes**

Consider three model recipes, each run for 10 h. Their v100 values differ, so comparing heights between recipes does not isolate the effect of α.

*Recipe A* has v100 = 1.2 µm/h and v111 = 1.6 µm/h. Then

α = 1.732 × 1.2/1.6 = 1.299, s = 3/1.299 = 2.309.

The farthest corner is along (1, 1, 0.309), tilted from ⟨110⟩ towards ⟨111⟩ by arctan(0.309/1.414) = 12.3°. Its speed is 1.2 × √(2 + 0.309²) = 1.74 µm/h.

*Recipe B* has v100 = 1.5 µm/h and v111 = 1.732 µm/h, chosen to give α = 1.5. The fastest direction is ⟨110⟩, with speed 1.414 × 1.5 = 2.12 µm/h. The faster facet is {111}, yet the crystal reaches farthest along ⟨110⟩.

*Recipe C* has v100 = 2.0 µm/h and v111 = 1.5 µm/h. Then α = 2.309 and s = 1.299. The farthest corner is along (1, 0.299, 0), tilted towards ⟨100⟩ by 45° − 16.65° = 28.35°. Its speed is 2.0 × √(1 + 0.299²) = 2.09 µm/h.

After 10 h, a free grain of recipe B with ⟨110⟩ upright is 21.2 µm high, against 17.3 µm with ⟨111⟩ upright and 15.0 µm with ⟨100⟩ upright. In recipe A the fastest axis and ⟨110⟩ are only 12.3° apart, and the heights with these axes upright are close: 17.4 µm and 17.0 µm. The ratio is cos 12.3°, the weak maximum described in Section 3. A thin film grown with recipe A would thus separate these two orientations only slowly. Still, ⟨110⟩ is not favoured there. Every grain within 12.3° of one of the 24 fastest directions is taller, and these caps cover a fraction 24(1 − cos 12.3°)/2 ≈ 28% of all orientations.

**6. How far the neglected effects move the result**

*Slow extra facets.* In recipe B, {110} facets are absent if v110 is at least 2.12 µm/h. If they are 5% slower than that, Proposition 3 gives a tilt of arctan(1.732 × 0.05/0.95) = 5.2°, and the greatest speed falls by 4.6%. For {113} the limit is 1.81 µm/h. A numerical calculation of all corners with a 5% deficit leaves the direction at ⟨110⟩ and lowers the speed by 5.0%. The same {113} deficit turns the direction by 8.5° in A and 9.0° in C.

*Twins.* On {100} facets, twins rise at 1.44 times the facet rate in A and 1.33 times in B, but at 0.87 times in C, where they are buried. On {111} facets the ratios are 0.91, 1.00 and 1.36, except for a twin about the facet's own normal, which keeps level in all three recipes. In recipe B, a twin on a {111} facet just keeps level.

*Temperature.* If each rate follows an Arrhenius law, α varies as exp[−(E100 − E111)/kT], where E100 and E111 are the activation energies. Assume a difference of 0.30 eV and a substrate at 1100 K. A substrate 20 K colder changes α in recipe B from 1.5 to 1.415 and tilts the direction by 4.9° towards ⟨111⟩. One 20 K hotter gives 1.587 and 3.3° towards ⟨100⟩. The unequal tilts reflect the kink of Remark 3. The sign of the energy difference is an assumption; reversing it nearly exchanges the two cases.

*Finite seed.* If every facet plane starts 5 nm from the centre, the distances are 5 nm + vt. In recipe B this turns the direction by 0.25° after 0.1 h and by 0.003° after 10 h, so the point seed is a good approximation for the final crystal.

*Gas supply.* Growth at speed V consumes NV carbon atoms per unit area and time, where N is the atomic density of diamond. Diffusion over the crystal height L then needs a methyl density difference of about NVL/D. With N = 1.76 × 10²³ cm⁻³, a rough diffusivity D = 50 cm²/s and a rough methyl density of 3 × 10¹³ cm⁻³, the difference is about 1.5% of the methyl density in recipe B. This is an order-of-magnitude estimate for a lone crystal. The assumed diffusivity implies a mean free path of about 10 µm, comparable with the crystal height, so the diffusion law itself holds only roughly here. It suggests that methyl supply is nearly uniform at this size, but not at much larger ones. Atomic hydrogen is a stricter test, because the surface destroys it. If a fraction γ of the arriving atoms is lost, the relative drop is about γuL/(4D), where u ≈ 4.8 × 10⁵ cm/s is their mean speed at 1100 K. With a rough D = 150 cm²/s and an assumed γ = 0.1, this is about 17%. Uniform rates are therefore not assured even at this size.

*Beside the real process.* The recipes lie in the regime of microwave-plasma deposition of diamond from methane in hydrogen, where rates of order 1 µm/h and substrates near 1100 K are typical, roughly speaking. The rates here are round model values, not measurements. In a reactor, α depends on the gas mixture as well as on temperature, and it may fall as the substrate gets hotter, opposite to the sign assumed above. Temperature drift and slow {110} facets each move the ideal ⟨110⟩ direction by several degrees for the deviations considered. Twinning can do more, depending on its axis. In a grain with ⟨110⟩ upright, two of the four ⟨111⟩ twin axes are perpendicular to the upright direction, and twins about them keep a ⟨110⟩ direction upright. Twins about the other two tilt the nearest ⟨110⟩ direction by 33.6°. Within the model, at α = 1.5 no twin overtakes the top of such a grain, because no direction grows faster than ⟨110⟩, but twins can still spread over its {100} facets. Real twin boundaries can form re-entrant grooves that grow faster than flat facets, an effect that the constant rates of assumption (b) exclude. The model thus supports α = 1.5 as a choice to favour ⟨110⟩ grains when α is held steady and the extra facets stay near or above their limits. It does not predict the texture of a heavily twinned film. The full set of values is in the numerical output below.

Numbers as computed

```
Each row: recipe A (low), B (tuned), C (high)
v100 [um/h]: 1.200, 1.500, 2.000
v111 [um/h]: 1.600, 1.732, 1.500
alpha [1]: 1.299, 1.500, 2.309
s = 3/alpha [1]: 2.309, 2.000, 1.299
farthest corner A/v100 [1]: 1.000, 1.000, 0.309
farthest corner B/v100 [1]: 1.000, 1.000, 0.000
farthest corner C/v100 [1]: 1.000, 0.299, 0.000
number of farthest corners [1]: [24, 12, 24]
angle of fastest direction from 110 [deg]: 12.34, 0.00, 28.35
angle of fastest direction from 111 [deg]: 22.92, 35.26, 44.06
angle of fastest direction from 100 [deg]: 46.31, 45.00, 16.65
fastest speed [um/h]: 1.737, 2.121, 2.088
growth time [h]: 10.0
height, fastest axis upright [um]: 17.37, 21.21, 20.88
height, 110 upright [um]: 16.97, 21.21, 18.37
height, 111 upright [um]: 16.00, 17.32, 15.00
height, 100 upright [um]: 12.00, 15.00, 20.00
tilt slope below and above 1.5 [deg per unit alpha]: 54.0, 38.2
assumed deficit of extra facet rate [%]: 5.0
lowest v110 without facet [um/h]: 1.697, 2.121, 1.837
direction shift by slow 110 [deg]: 5.43, 5.21, 5.01
speed loss by slow 110 [%]: 2.86, 4.61, 1.41
lowest v113 without facet [um/h]: 1.559, 1.809, 1.989
direction shift by slow 113 [deg]: 8.54, 0.00, 9.01
speed loss by slow 113 [%]: 2.10, 5.00, 3.33
twin height rate / v100 on 100 face [1]: 1.436, 1.333, 0.866
twin height rate / v111 on 111 face [1]: 0.911, 1.000, 1.360
substrate temperature [K]: 1100
assumed temperature error [K]: 20
assumed E100 - E111 [eV]: 0.30
alpha when colder [1]: 1.225, 1.415, 2.178
direction shift when colder [deg]: 5.27, 4.88, 4.03
alpha when hotter [1]: 1.375, 1.587, 2.444
direction shift when hotter [deg]: 4.99, 3.33, 3.82
seed radius [nm]: 5.0
direction shift by seed at 0.1 h [deg]: 0.8959, 0.2487, 0.5538
direction shift by seed at 10.0 h [deg]: 0.0093, 0.0026, 0.0057
rough methyl density [cm^-3]: 3.0e+13
rough methyl diffusivity [cm2/s]: 50
diamond atom density [cm^-3]: 1.758e+23
methyl drop over crystal height [%]: 0.98, 1.47, 1.42
```
